# Why Site Blocking Leaves Collective Diffusion Independent of Concentration

Seven particles on a ring of eight sites have a single empty site to move into. Yet a density wave on this ring relaxes with a collective diffusion coefficient of \(1.000000\,wl^2\), the value found for four particles and for one alone. Here \(w\) is the jump rate to one given neighbour and \(l\) the jump length. A marked particle does feel the crowding: with four particles on the same ring its diffusion coefficient is \(0.1429\,wl^2\). Blocking thus slows each particle without slowing the decay of the density wave.

## Assumptions and the exact mean equation

Site \(i\) has occupation \(n_i=0\) or \(1\). A particle at \(i\) attempts a jump to \(j\) at rate \(w_{ij}\), and the attempt succeeds if \(j\) is empty. The rates depend on no other occupation. Angle brackets denote the average over the random jumps and over the initial distribution.

**Lemma 1 (mean balance).** For any rates \(w_{ij}\),
\[
\frac{d\langle n_i\rangle}{dt}=\sum_j\left[w_{ji}\langle n_j\rangle-w_{ij}\langle n_i\rangle+(w_{ij}-w_{ji})\langle n_in_j\rangle\right].
\]

*Proof.* Site \(i\) gains a particle from \(j\) if \(j\) is filled and \(i\) is empty, and loses one to \(j\) in the opposite case. Hence
\[
\frac{d\langle n_i\rangle}{dt}=\sum_j\left[w_{ji}\langle n_j(1-n_i)\rangle-w_{ij}\langle n_i(1-n_j)\rangle\right].
\]
Multiplying out, the gain contributes \(-w_{ji}\langle n_in_j\rangle\) and the loss \(+w_{ij}\langle n_in_j\rangle\). Collecting them gives the lemma. ∎

**Theorem 1 (closure).** If \(w_{ij}=w_{ji}\) on every bond, then at every filling
\[
\frac{d\langle n_i\rangle}{dt}=\sum_j w_{ij}\left(\langle n_j\rangle-\langle n_i\rangle\right),
\]
which is the equation for the occupation probability of one lone particle.

*Proof.* The coefficient of \(\langle n_in_j\rangle\) in Lemma 1 is zero on each bond. For a lone particle the product \(n_in_j\) vanishes for \(i\ne j\), so its probability obeys the same equation. ∎

The physical reason is that a symmetric bond may be regarded as exchanging the contents of its two sites at rate \(w_{ij}\). If one site is empty, this is an allowed jump. If both are filled, the exchange alters no occupation and is equivalent to a blocked attempt. Each exchange changes \(n_i\) by \(n_j-n_i\), which is linear in the occupations.

**Remark (correlations and failure).** The proof never replaces \(\langle n_in_j\rangle\) by \(\langle n_i\rangle\langle n_j\rangle\). To test this, the full master equation was solved for eight sites with random symmetric rates between all pairs. The start was a mixture of two arrangements, of four and three particles, with weights 0.6 and 0.4. After a time 0.3, in units where the largest possible rate is 1, the largest pair correlation was 0.057, while the means agreed with the lone-particle equation to rounding error.

With unequal random rates in the two directions, the largest error of that equation was 0.070 in site fraction. With the same symmetric rates between all pairs but a repulsion of \(1\,kT\) between sites adjacent in a ring ordering, which speeds up departure from crowded sites, it was 0.141. Exclusion therefore does not suffice by itself: the proof also uses the bond symmetry and rates that are independent of other occupations, and in these two examples the closure fails when one of these conditions is dropped.

## From hopping to a diffusion coefficient

**Proposition 1 (ring).** On a ring with equal nearest-neighbour rates \(w\), a density wave of wave number \(q\) decays at the rate \(\gamma=2w(1-\cos ql)\). At long wavelength \(D=wl^2\), whatever the filling.

*Proof.* Theorem 1 gives
\[
\frac{d\langle n_k\rangle}{dt}=w\left(\langle n_{k+1}\rangle+\langle n_{k-1}\rangle-2\langle n_k\rangle\right).
\]
Insert \(\langle n_k\rangle=c+Ae^{iqkl-\gamma t}\), where \(c\) is the mean filled fraction. The constant drops out, and
\[
-\gamma=w(e^{iql}+e^{-iql}-2)=-2w(1-\cos ql).
\]
For \(ql\ll1\), \(\gamma\simeq wl^2q^2\). Since \(\partial c/\partial t=D\,\partial^2c/\partial x^2\) gives \(\gamma=Dq^2\), \(D=wl^2\). ∎

The longest wave on eight sites has \(ql=\pi/4\), which is not very small. The collective coefficients quoted in the opening were therefore obtained by dividing the decay rate by \(2(1-\cos ql)/l^2\) instead of \(q^2\).

Oxygen dissolved in a body-centred cubic metal sits on octahedral sites. With lattice constant \(a\) and \(l=a/2\), these are the integer points, in units of \(l\), whose three coordinates are not all even or all odd. Each has four octahedral neighbours at distance \(l\).

**Proposition 2 (octahedral network).** For equal jump rates \(w\) to these neighbours,
\[
D=\tfrac23wl^2=\tfrac16wa^2 .
\]

*Proof.* Let the density vary along one cube axis. Per area \(a^2\), layer \(k\) holds two sites of density \(u_k\), each with one neighbour above, one below and two within the layer. It also holds one site of density \(v_k\), whose four neighbours are all \(u\) sites of that layer. By Theorem 1,
\[
\dot u_k=w(u_{k+1}+u_{k-1}-2u_k)+2w(v_k-u_k),
\]
\[
\dot v_k=4w(u_k-v_k).
\]
For deviations from the mean, put \(u_k=Ue^{iqkl-\gamma t}\) and \(v_k=Ve^{iqkl-\gamma t}\). The second equation gives \((4w-\gamma)V=4wU\), so
\[
V-U=\frac{\gamma}{4w-\gamma}\,U .
\]
The first then becomes
\[
\gamma=2w(1-\cos ql)-\frac{2w\gamma}{4w-\gamma}.
\]
On the slow branch \(\gamma\ll w\), the last fraction tends to \(\gamma/2\). Thus \(\tfrac32\gamma\simeq wl^2q^2\), or \(\gamma\simeq\tfrac23wl^2q^2\). The leading decay rate is quadratic in the wave vector, and a quadratic form with cubic symmetry is isotropic, so the same \(D\) holds in every direction. ∎

The other branch has \(\gamma=6w\) at \(q=0\): differences between \(u\) and \(v\) sites fade within about \(1/(6w)\), after which the diffusion equation describes broad profiles. The full network, solved at \(ql=0.01\), gives \(0.66666\,wl^2\) along [100], [110] and [111].

## Where the blocking factor goes

**Proposition 3 (driven current).** Let \(N\) particles occupy a ring of \(M\) sites, with forward rate \(we^{u/2}\), backward rate \(we^{-u/2}\), and \(u=Fl/kT\) for a force \(F\). The stationary current is
\[
J=2w\sinh\!\left(\frac u2\right)\frac{N(M-N)}{M(M-1)} .
\]

*Proof.* Give all arrangements equal probability. An arrangement is left by a forward jump for each filled–empty pair, read in the forward direction, and by a backward jump for each empty–filled pair. It is entered by a forward jump for each empty–filled pair and by a backward jump for each filled–empty pair. On a ring the two kinds of pair are equally numerous, because every block of particles has one front and one back. Entry and exit balance, so the equal distribution is stationary. In it, a given site is filled and the next empty with probability \((N/M)(M-N)/(M-1)\), and the reverse order has the same probability. Multiplication by the rate difference \(2w\sinh(u/2)\) gives \(J\). ∎

For a large ring and weak force, \(J=w(Fl/kT)\,c(1-c)\). The current per particle thus carries a blocking factor \(1-c\).

The chemical potential carries the inverse factor. With no energy differences, the free energy is \(-kT\ln\Omega\), where \(\Omega=\binom MN\). Stirling's formula gives \(\ln\Omega\simeq-M[c\ln c+(1-c)\ln(1-c)]\), so
\[
\mu=-kT\frac{\partial\ln\Omega}{\partial N}=kT\ln\frac{c}{1-c},\qquad \frac{d\mu}{dc}=\frac{kT}{c(1-c)} .
\]
In linear response with local equilibrium, \(-d\mu/dx\) drives the current as \(F\) does:
\[
J=-\frac{wl}{kT}\,c(1-c)\,\frac{d\mu}{dx}=-wl\,\frac{dc}{dx}.
\]
The number of particles per length is \(c/l\), so conservation reads \(\partial c/\partial t=-l\,\partial J/\partial x=wl^2\,\partial^2c/\partial x^2\), in agreement with Proposition 1. Compared with non-blocking particles at the same \(c\), for which \(d\mu/dc=kT/c\), crowding lowers the mobility by the factor \(1-c\), but it steepens the chemical-potential gradient belonging to a given concentration gradient by the factor \(1/(1-c)\).

At \(c=0.25\) and \(0.50\), the computed responses \(J/u\), with the finite-ring factor \(M/(M-1)\) divided out, are \(0.1875\,w\) and \(0.2500\,w\). The slopes \(d\mu/dc\), counted on 2000 sites, are \(5.3289\,kT\) and \(3.9980\,kT\). The products are 0.9992 and 0.9995 in units of \(wl^2\). The small deficit comes from the finite number of sites and shrinks in inverse proportion to it. At half filling, for instance, the counted slope is \(2000\times2\ln(1001/1000)\,kT\simeq(4-0.002)\,kT\).

**Proposition 4 (marked particle on a ring).** Without a force, the long-time diffusion coefficient of one marked particle is
\[
D^*=wl^2\,\frac{M-N}{N(M-1)} .
\]

*Proof.* Particles cannot pass one another, so their displacements differ by at most a bounded amount. At long times each equals \(X/N\) up to that amount, where \(X\) is the summed displacement of all particles. In every arrangement as many forward as backward jumps are open, so \(X\) has no drift and its successive steps are uncorrelated. By the pair probability above, jumps occur at the mean total rate \(2wN(M-N)/(M-1)\), each adding \(l^2\) to the variance. Dividing the variance by \(2tN^2\) gives the result. ∎

For \(M=8\) and \(N=4\) this is \(4/28=0.1429\), the opening value. At fixed filling it tends to zero as the ring grows, while the collective coefficient stays at \(wl^2\).

In two dimensions particles can pass, but a difference remains. On a periodic \(4\times4\) square lattice with eight particles, the chance that a marked particle's target is empty is \(8/15=0.5333\). Its computed coefficient is lower, \(0.4147\,wl^2\). The difference comes from correlations between successive displacements: the site just left is empty immediately after a jump, which favours a return. This is the value for that small lattice, not for an infinite one.

## Oxygen in a tantalum film

Consider a single-crystal body-centred cubic tantalum film, of the kind of metal used in chip barrier layers, annealed at 673 K. Rough typical parameters are \(a=0.33\) nm, an attempt frequency of \(10^{13}\) Hz and a barrier of 1.1 eV. The film has 120 layers and thickness \(L=19.8\) nm. Oxygen fills a site fraction 0.005 in one half and 0.001 in the other. With three octahedral sites per metal atom, these are 0.015 and 0.003 oxygen atoms per tantalum atom. Both faces are sealed.

With \(kT=0.05799\) eV,
\[
w=10^{13}\,e^{-1.10/0.05799}\ \mathrm{s^{-1}}=5.79\times10^4\ \mathrm{s^{-1}},
\]
\[
D=\tfrac23\,(5.79\times10^4\ \mathrm{s^{-1}})(0.165\ \mathrm{nm})^2=1.05\times10^3\ \mathrm{nm^2/s},
\]
or \(1.05\times10^{-11}\ \mathrm{cm^2/s}\).

Sealed faces require zero slope, so the profile is a sum of cosines \(\cos(p\pi x/L)\), each decaying as \(e^{-p^2t/\tau}\) with
\[
\tau=\frac{L^2}{\pi^2D}=\frac{(19.8)^2}{\pi^2\times1051}\ \mathrm s=0.038\ \mathrm s .
\]
Let \(\Delta c=0.004\) be the initial step and \(\bar c=0.003\) the mean. The initial deviation is \(+\Delta c/2\) in the left half and \(-\Delta c/2\) in the right, so the amplitudes are
\[
A_p=\frac{\Delta c}{L}\left[\int_0^{L/2}-\int_{L/2}^{L}\right]\cos\frac{p\pi x}{L}\,dx=\frac{2\Delta c}{p\pi}\sin\frac{p\pi}{2}.
\]
Only odd \(p=2m+1\) survive, with \(\sin(p\pi/2)=(-1)^m\):
\[
c(x,t)=\bar c+\frac{2\Delta c}{\pi}\sum_{m=0}^{\infty}\frac{(-1)^m}{2m+1}\cos\frac{(2m+1)\pi x}{L}\,e^{-(2m+1)^2t/\tau}.
\]
At \(t=\tau\) the first term gives face fractions \(0.003\pm(0.008/\pi)e^{-1}\), that is, 0.0039 and 0.0021.

The site density is \(\rho=6/a^3=1.67\times10^{23}\ \mathrm{cm^{-3}}\). Differentiating the series at \(x=L/2\) brings down \((2m+1)\pi/L\) and a second factor \((-1)^m\), so the flux \(-\rho D\,\partial c/\partial x\) there is
\[
J_{\rm mid}=\rho D\,\frac{2\Delta c}{L}\sum_{m=0}^{\infty}e^{-(2m+1)^2t/\tau}.
\]
At \(t=\tau\) it is \(2.61\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}}\). Solving the mean hopping equation site by site for all 120 layers gives the same value to three digits.

At later times the face difference is \((4\Delta c/\pi)e^{-t/\tau}\). It reaches \(\Delta c/10\) at \(t=\tau\ln(40/\pi)=0.096\) s, when the site-by-site film retains 0.1000 of its initial difference.

## How far the film result can be trusted

A spurious factor \(1-c\) in \(D\) would change it by at most 0.5% here. The film is dilute, and the cancellation matters much more at the high fillings of the ring. Several neglected effects are larger; their strengths below are assumed, not measured.

**Interactions.** Suppose a pair energy \(V\) acts on the 4 nearest and 8 next-nearest sites. To second order in the activity \(z=e^{\mu/kT}\), \(c=z-Bz^2\) with \(B=1+12(1-e^{-V/kT})\): the 1 is exclusion on the same site and the rest is the altered weight of neighbouring pairs. Then \(d\ln z/d\ln c\simeq1+Bc\). At \(c=0.005\) this first-order thermodynamic factor is 1.05 for \(V=+0.1\) eV and about 0.7 for \(V=-0.1\) eV. In the first case higher orders change the factor by less than 0.002. In the second case \(Bc\simeq-0.27\), and the next three terms of the density expansion, about \(-0.08\), \(-0.07\) and \(-0.13\), do not shrink, so 0.7 shows only the sign and rough size of the effect and is not a converged value. The accompanying change of mobility is not included.

The attractive value also applies only while the solution stays uniform. In a completely filled region each particle has 12 neighbours, which is an energy of \(6V\) per particle. By the symmetry between filled and empty sites, dilute and dense phases coexist at \(z=e^{6V/kT}\simeq3\times10^{-5}\), where the dilute phase has a site fraction of about the same size. Both starting fractions of the film lie far above this. At equilibrium such an attraction would gather most of the oxygen into dense regions, and the diffusion equation used here would no longer describe the film. The filled region, with three oxygen atoms per tantalum atom, is a state of this lattice model and not a real phase of tantalum and oxygen.

**Traps.** Entry into and escape from a deep site have unequal rates, so Theorem 1 fails. If trapped oxygen stays in local equilibrium and only free oxygen carries flux, \(D\) is multiplied by \(dc/dc_{\rm tot}\), where \(c\) is the free fraction and \(c_{\rm tot}\) includes trapped atoms. For \(10^{-3}\) traps per site, 0.3 eV deep, the factor is 0.95 at a free fraction \(c=0.005\) and 0.89 at a free fraction \(c=0.001\). The coefficient now depends on concentration, because the traps are fuller in the richer region.

**Tunnelling and barrier.** The Wigner correction \(1+(h\nu/kT)^2/24\), with the barrier frequency \(\nu\) set equal to the attempt frequency, is 1.02. It covers only the motion across the barrier; quantum corrections from vibrations in the well can be of similar size and are not included. An error of 0.05 eV in the barrier changes \(D\) by a factor 2.4 either way.

**Real films.** In a polycrystalline barrier the assumption of a single crystal is broken, and grain boundaries can offer faster paths. Take boundaries 0.5 nm wide running through the film, square grains of 10 nm, equal oxygen fractions in both regions and a barrier 0.2 eV lower in the boundaries. Their area fraction is about \(2\times0.5/10=0.1\), and parallel paths give
\[
\frac{D_{\rm film}}{D}\simeq0.9+0.1\,e^{0.2/0.05799}\simeq4 .
\]
This is an upper limit, because it assumes that oxygen evens out between each grain and its boundaries much faster than the film relaxes. Spreading across a grain takes roughly \((10\ \mathrm{nm})^2/(2\pi^2D)\simeq0.005\) s, which is not much faster. The relaxation time would therefore fall from 0.038 s to somewhat more than 0.009 s. A film thinner than the 19.8 nm used here would also relax faster, since at fixed \(D\) the time scales as \(L^2\). Oxide precipitation, reactions at the faces, stress and the tetragonal phase of tantalum are outside the model. The rich half holds about 1.5 atomic percent oxygen, which may exceed the equilibrium solubility in tantalum at 673 K, so the starting state may be supersaturated. The times 0.038 s and 0.096 s therefore describe oxygen in solution inside one sealed cubic crystal, without traps and with no interaction beyond site exclusion; the numerical output lists the values behind them.

## Calculated quantities

```
Closure error, symmetric rates: 2.2e-16 (site fraction)
Largest pair correlation there: 0.057 (dimensionless)
Closure error, asymmetric rates: 0.070 (site fraction)
Closure error, repulsion of 1 kT: 0.141 (site fraction)
Ring of 8, 1 particles: collective D = 1.000000 w l^2
Ring of 8, 4 particles: collective D = 1.000000 w l^2
Ring of 8, 7 particles: collective D = 1.000000 w l^2
c = 0.25: current response = 0.1875 w
c = 0.25: slope dmu/dc = 5.3289 kT
c = 0.25: their product = 0.9992 w l^2
c = 0.50: current response = 0.2500 w
c = 0.50: slope dmu/dc = 3.9980 kT
c = 0.50: their product = 0.9995 w l^2
Ring of 8, 4 particles: tracer D = 0.1429 w l^2
4x4 torus, 8 particles: tracer D = 0.4147 w l^2
Same torus, blocking only: 0.5333 w l^2
Octahedral network, direction (1, 0, 0): D = 0.66666 w l^2
Octahedral network, direction (1, 1, 0): D = 0.66666 w l^2
Octahedral network, direction (1, 1, 1): D = 0.66666 w l^2
Temperature: 673 K; kT = 0.05799 eV
Lattice constant: 0.33 nm; jump length: 0.165 nm
Attempt frequency: 1.0e+13 Hz; barrier: 1.10 eV
Film: 120 layers, thickness 19.8 nm
Starting site fractions: 0.005 and 0.001
Oxygen per Ta atom: 0.015 and 0.003
Site density: 1.670e+23 cm^-3
Jump rate to one neighbour w: 5.789e+04 s^-1
Collective D: 1.051e-11 cm2/s = 1050.7 nm2/s
Relaxation time tau: 0.0378 s
Atom-layer film, slowest decay time: 0.0378 s
Face site fractions at tau: 0.00394 and 0.00206
Mid-plane flux at tau, series: 2.608e+15 cm^-2 s^-1
Mid-plane flux at tau, atom layers: 2.609e+15 cm^-2 s^-1
Time to one tenth of face difference: 0.0962 s
Face difference left then, atom layers: 0.1000 of initial
Error of a false factor 1-c at c_high: 0.50 %
Neighbour sites in two shells: 4 and 8
Thermodynamic factor, +0.1 eV pairs: 1.054
Thermodynamic factor, -0.1 eV pairs: 0.728
Assumed traps: 1e-03 per site, 0.3 eV deep
D ratio with traps at c_high: 0.952
D ratio with traps at c_low: 0.887
Assumed boundaries: 0.5 nm wide, grains 10 nm
Assumed barrier drop in boundaries: 0.2 eV
D ratio with grain boundaries: 4.05
Tunnelling correction factor: 1.021
Factor in D for 0.05 eV in barrier: 2.37
```
